# Choosing the gate width of a MOSFET charge amplifier for white noise

**The problem**

A p-channel MOSFET is the input device of a charge amplifier. Its source and bulk are at signal ground, and a cascode holds its drain voltage constant. The fixed capacitance at the gate node, from detector, strays and feedback capacitor \(C_f\), is \(C_d\). The gate capacitance \(C_g=c_wW\), overlaps included, grows with the width \(W\) at fixed length \(L\). Let \(C_T=C_d+C_g\). Voltages and currents are magnitudes, and spectral densities are one-sided. The equivalent noise charge, ENC, is the input charge whose output peak equals the rms output noise.

Until part (f), the only noise is channel thermal noise, represented by a gate voltage \(e_n\) of density \(S_v\).

## (a) From noise voltage to noise charge

**Question.** The amplifier has gain \(-A\), constant over the shaper's band. The shaper turns a charge step into \(h(t)=(t/\tau)e^{1-t/\tau}\), of unit peak. Find the ENC.

**Answer.** Let \(v\) be the gate node voltage, \(v_o\) the output and \(Q\) the signal charge. Charge balance, with \(C_f\) counted in \(C_d\), and the amplifier equation are

\[
C_Tv-C_fv_o=Q,\qquad v_o=-A(v+e_n).
\]

Inserting \(v=-v_o/A-e_n\) in the first gives

\[
v_o=-\frac{Q+C_Te_n}{C_f+C_T/A}.
\]

The noise voltage therefore acts like a charge \(C_Te_n\), whatever the gain. Feedback does not remove \(C_f\) from the noise capacitance.

A charge step produces \(h\), so the impulse response is \(h'\). The two-sided density is half the one-sided one, hence

\[
\mathrm{ENC}^2=C_T^2\frac{S_v}{2}\int_0^\infty h'^2dt .
\]

With \(u=t/\tau\), \(h'=(e/\tau)(1-u)e^{-u}\), where \(e\) is the base of natural logarithms, and

\[
\int_0^\infty h'^2dt=\frac{e^2}{\tau}\int_0^\infty(1-2u+u^2)e^{-2u}du
=\frac{e^2}{\tau}\left(\frac12-\frac12+\frac14\right).
\]

Thus

\[
\boxed{\mathrm{ENC}^2=C_T^2S_v\frac{e^2}{8\tau}} .
\]

## (b) The transistor in strong inversion

**Question.** For constant mobility \(\mu\), slope factor \(n\) and oxide capacitance per area \(C_{ox}\), find the transconductance, \(S_v\) and the intrinsic gate capacitance in saturation.

**Answer.** Let \(V\) be the overdrive, and \(V_c(x)\) the channel potential measured from the source. The mobile charge per area is \(q_m=C_{ox}(V-nV_c)\), and \(I=\mu Wq_m\,dV_c/dx\). Integrating to pinch-off, \(V_c=V/n\), gives

\[
I=\frac{\mu C_{ox}W}{2nL}V^2,\qquad
g_m=\frac{dI}{dV}=\frac{2I}{V}=\sqrt{\frac{2\mu C_{ox}WI}{nL}} .
\]

Since \(q_m\,dq_m/dx=-nC_{ox}I/(\mu W)\) is constant, \(q_m^2\) falls linearly to zero at the drain: \(q_m=C_{ox}V\sqrt{1-x/L}\).

Now let a local noise current \(i(x)\) perturb the channel potential by \(\delta V_c\). Current continuity, to first order, reads

\[
\mu W\frac{d(q_m\delta V_c)}{dx}+i(x)=i_d .
\]

The product \(q_m\delta V_c\) vanishes at both ends, so \(i_d=L^{-1}\int i\,dx\). A slice \(dx\) has conductance \(\mu Wq_m/dx\) and Johnson current density \(4kT\mu Wq_m/dx\). Adding independent slices,

\[
S_{i_d}=\frac{4kT\mu W}{L^2}\int_0^Lq_m\,dx
=4kT\,\frac23\,\frac{\mu C_{ox}WV}{L}=4kT\,\frac23\,ng_m .
\]

Division by \(g_m^2\) gives \(S_v=4kT(2/3)n/g_m\).

The gate charge per area is \(C_{ox}\) times gate voltage minus surface potential. The latter is a constant plus \(V_c\), whose mean is

\[
\overline{V_c}=\frac Vn\left(1-\int_0^1\sqrt{1-u}\,du\right)=\frac{V}{3n}.
\]

The intrinsic capacitance is therefore \(WLC_{ox}[1-1/(3n)]\). The overlaps add a term proportional to \(W\), so \(c_w\) is constant in this regime.

## (c) The best gate capacitance

**Question.** Minimise the ENC at fixed \(\tau\), first at fixed current density \(I/W\), then at fixed current. What does exchanging the two answers cost?

**Answer.** Write \(x=C_g/C_d\) and \(g_m\propto C_g^a\). Parts (a) and (b) give

\[
\mathrm{ENC}^2\propto F(x)=\frac{(1+x)^2}{x^a},\qquad
\frac{d\ln F}{d\ln x}=\frac{2x}{1+x}-a .
\]

For \(0<a<2\) the slope rises steadily from \(-a\) to \(2-a\). It has one zero, which is a minimum:

\[
x=\frac{a}{2-a}.
\]

At fixed density \(V\) is fixed and \(g_m\propto W\), so \(a=1\). At fixed current \(g_m\propto\sqrt W\), so \(a=1/2\). Hence

\[
\boxed{C_g=C_d\ \ (I/W\text{ fixed}),\qquad
C_g=\tfrac13C_d\ \ (I\text{ fixed, strong inversion})}.
\]

Widening adds capacitance in both cases. At fixed density each added micrometre brings its own current; at fixed current it dilutes the existing current, and the gain in \(g_m\) is smaller.

If \(C_g=C_d\) is used at fixed current, the ENC exceeds its minimum by the factor

\[
\sqrt{\frac{4}{(16/9)\sqrt3}}=\sqrt{\frac{3\sqrt3}{4}}=1.140 .
\]

If \(C_g=C_d/3\) is used at fixed density, where \(F(1/3)=16/3\) and \(F(1)=4\), the factor is \(\sqrt{4/3}=1.155\).

## (d) A cooled silicon drift detector

**Question.** Take \(T=250\) K, \(C_d=0.30\) pF, \(I=0.50\) mA, \(\tau=0.20\) µs, \(L=0.35\) µm, \(n=1.3\), \(\mu=150\) cm²/Vs, a 7.6 nm oxide and 0.20 fF/µm overlap per side. Find the widths and ENC for both constraints, using for the second the current density found in the first.

**Answer.** With \(C_{ox}=4.544\) fF/µm²,

\[
c_w=0.35(4.544)\left(1-\frac1{3.9}\right)+2(0.20)=1.583\ \text{fF/µm}.
\]

At fixed current \(C_g=100\) fF and \(W=100/1.583=63.2\) µm. The overdrive is 0.325 V, so \(g_m=2(0.50)/0.325\approx3.08\) mS. The noise density is \(\sqrt{S_v}=1.972\) nV/√Hz, and \(e^2/(8\tau)=4.618\times10^6\) s⁻¹. Hence

\[
\mathrm{ENC}=(0.400\times10^{-12})(1.972\times10^{-9})\sqrt{4.618\times10^6}
=1.70\times10^{-18}\ \text{C},
\]

or 10.6 electrons.

The current density is \(500/63.2=7.91\) µA/µm. (The numerical output lists this as 7912.5 with the unit uA/um; that figure is in nA/µm.) Holding it fixed leads to \(C_g=300\) fF, \(W=190\) µm and 9.16 electrons. The noise falls by 13%, but the current triples to 1.5 mA.

| \(C_g/C_d\) | ENC at fixed current | ENC at fixed density |
|---:|---:|---:|
| 0.10 | 11.79 | 15.94 |
| 0.333 | 10.58 | 10.58 |
| 0.60 | 10.96 | 9.46 |
| 1.00 | 12.06 | 9.16 |
| 2.00 | 15.21 | 9.72 |

The values are in electrons. The columns meet at one third because the density was chosen there. The fixed-current column uses the square law throughout, although the inversion coefficient defined in (e) drops from 33.7 at one third to 5.6 at the ratio 2. With the model of (e), actual ratios of 1 and 2 give 12.3 and 15.7 electrons, and the factor 1.140 of (c) becomes 1.150. Both minima are flat: at fixed current, going from 0.333 to 0.60 costs under 4%.

## (e) When inversion is not strong

**Question.** Extend the model to all inversion levels. Does either rule survive?

**Answer.** Let \(U_T\) be the thermal voltage, \(\psi\) the surface potential and \(\psi_P\) its pinch-off value. Take \(q_m=nC_{ox}(\psi_P-\psi)=2nC_{ox}U_Tq\), with \(d\psi_P/dV_G=1/n\). Drift plus diffusion gives

\[
I=\mu W\left(q_m\frac{d\psi}{dx}-U_T\frac{dq_m}{dx}\right)
=-2n\mu C_{ox}U_T^2W(2q+1)\frac{dq}{dx}.
\]

Integrating from \(q_s\) at the source to zero at the drain,

\[
q_s^2+q_s=\frac{I}{I_0},\qquad I_0=2n\mu C_{ox}U_T^2\frac WL .
\]

The ratio \(I/I_0\) is the inversion coefficient. The source quasi-Fermi potential is fixed, so \(d\psi-U_Tdq_s/q_s=0\) there. With \(d\psi=dV_G/n-2U_Tdq_s\) this means \(dV_G=nU_T(2+1/q_s)dq_s\), and

\[
g_m=I_0(2q_s+1)\frac{dq_s}{dV_G}=\frac{I_0q_s}{nU_T}=\frac{I}{nU_T(1+q_s)} .
\]

The slice argument of (b) still holds, with the quasi-Fermi potential as channel potential. It needs the mean charge

\[
\bar q=\frac{\int_0^{q_s}q(2q+1)dq}{q_s^2+q_s}=\frac{q_s(4q_s+3)}{6(1+q_s)} .
\]

Then \(S_{i_d}=4kT(I_0/U_T)\bar q=4kTng_m\bar q/q_s\), so

\[
S_v=\frac{4kTn}{g_m}\frac{4q_s+3}{6(1+q_s)}=\frac{4kTn^2U_T}{6I}(4q_s+3).
\]

Since \(\bar\psi=\psi_P-2U_T\bar q\), the intrinsic gate capacitance divided by \(WLC_{ox}\) is

\[
1-\frac{d\bar\psi}{dV_G}=1-\frac1n+2U_T\frac{d\bar q}{dV_G}
=1-\frac1n+\frac{q_s(2q_s+3)}{3n(1+q_s)^2}.
\]

The last step uses \(d\bar q/dq_s=(2q_s+1)(2q_s+3)/[6(1+q_s)^2]\). For large \(q_s\) the results of (b) return.

At fixed current density \(q_s\) is fixed, while \(g_m\) and \(C_g\) are proportional to \(W\). The rule \(C_g=C_d\) therefore holds at every inversion level of this model.

At fixed current the one-third rule is a strong-inversion limit. In the example the inversion coefficient is 33.7, so \(q_s=5.3\). The best ratio is 0.323, at \(W=64.3\) µm. The ratio is smaller because \(S_v\) falls more slowly with width than \(W^{-1/2}\); with \(c_w\) kept at 1.583 fF/µm this alone would give 0.313 at 59.3 µm. The width still ends slightly larger than before. The capacitance per width is lower, 1.508 fF/µm at the rule's width, which raises the optimum to 62.2 µm, and it falls further as the same current is spread over more width, which supplies the rest. At the rule's width the white ENC becomes 10.7 electrons.

In weak inversion \(q_s\approx I/I_0=B/W\), with \(B\) independent of \(W\). Let \(c_0=LC_{ox}(1-1/n)+2c_{ov}\) be the weak-inversion capacitance per width, with \(c_{ov}\) the overlap per side. The first correction to \(C_g\), proportional to \(Wq_s\), does not depend on \(W\). To leading order

\[
\ln\mathrm{ENC}^2=\text{const}+\frac{2c_0W}{C_d}+\frac{4B}{3W}.
\]

Setting the derivative to zero gives

\[
\frac{c_0W}{C_d}=\frac23q_s,\qquad
\frac{C_g}{C_d}\approx\sqrt{\frac{2Bc_0}{3C_d}} .
\]

The best ratio now depends on current and falls as \(\sqrt{I/C_d}\). More width then buys very little transconductance.

Take \(C_d=10\) pF and 5 µA. The earlier values give \(B=33.7(63.2)/100=21.3\) µm, and \(c_0=0.767\) fF/µm. The estimate is

\[
\sqrt{\frac{2(21.3)(0.767)}{3(10\,000)}}=0.033,
\]

and minimisation of the full model gives 0.0331. This agreement is closer than the neglected terms, of relative order \(q_s\approx0.05\), would justify. Two corrections nearly cancel: at the optimum \(c_0W/C_d\) is only 0.0308, and the inversion-charge part of \(C_g\) adds 0.0023.

At 0.50 mA the 10 pF detector is intermediate. The one-third width gives an inversion coefficient of 1.01, and the best actual ratio is 0.236. Yet that width costs only 0.02% in ENC. It was computed with the strong-inversion \(c_w\); in moderate inversion the same transistor has less gate capacitance, about 0.25 of \(C_d\), already near the optimum. Here the capacitance ratio fails while the width prescription remains useful. Deeper in weak inversion it degrades as well: the same width costs 2.9% in ENC at 50 µA and 9.8% at 5 µA.

## (f) Effects left out

**Question.** The channel noise also induces charge on the gate. Find its effect in strong inversion. Then assess velocity saturation, \(1/f\) noise, leakage and the operating conditions for the example.

**Answer.** *Gate-induced noise.* At frequencies low enough for a quasi-static channel, put a noise current of integrated strength \(s=i\,dx\) at \(x_0=u_0L\). From (b), \(i_d=s/L\), and with \(u=x/L\) and the unit step \(\theta\),

\[
\mu Wq_m\delta V_c=s[u-\theta(u-u_0)] .
\]

The induced gate charge is \(-WC_{ox}\int\delta V_c\,dx\). Let \(r=\sqrt{1-u_0}\) and \(C_o=WLC_{ox}\). Using \(\int_0^1u(1-u)^{-1/2}du=4/3\), \(\int_{u_0}^1(1-u)^{-1/2}du=2r\) and \(g_m=\mu C_{ox}WV/(nL)\),

\[
\delta Q_G=-\frac{sL}{\mu V}\left(\frac43-2r\right)
=-\frac{i_d}{g_m}\frac{C_o}{n}\left(\frac43-2r\right).
\]

At high gain the feedback moves the gate by \(-i_d/g_m\) to cancel the drain noise current. The charge \(-C_Ti_d/g_m+\delta Q_G\) must then be supplied by the output through \(C_f\). The equivalent input charge, as in (a), is its negative:

\[
\frac{i_d}{g_m}\left[C_T+\frac{C_o}{n}\left(\frac43-2r\right)\right].
\]

Slices carry weight \(r\,du_0\), and \(\int_0^1r^k\,du_0=2/(k+2)\). The mean square is therefore proportional to

\[
\frac1{g_m}\left[\frac23C_T^2-\frac29C_T\frac{C_o}{n}+\frac{16}{135}\left(\frac{C_o}{n}\right)^2\right],
\]

because \(8/9-1=-1/9\) and \(32/27-8/3+8/5=16/135\). The negative cross term outweighs the positive last term, and together they lower the ENC by 2.9% at the rule's width. The optima move to \(C_g/C_d=0.372\) at fixed current and 1.086 at fixed density. These are strong-inversion values; the same slice sum with the inversion model of (e), at \(q_s=5.3\), gives a decrease of about 3% and optima of 0.366 and 1.10. The rules in (c) thus belong to the model without this term.

*Velocity saturation.* Let the mobility be \(\mu/(1+E/E_c)\) for fields up to \(E_c=2v_{sat}/\mu\), where the velocity reaches its limit \(v_{sat}\), and let \(V_1=nE_cL\). For drain-end potential \(v/n\), equate the channel current to that of carriers leaving at \(v_{sat}\):

\[
\frac{\mu C_{ox}W}{nL}\frac{(V-v/2)v}{1+v/V_1}=WC_{ox}v_{sat}(V-v).
\]

Since \(v_{sat}=\mu V_1/(2nL)\), this reduces to \(v=VV_1/(V+V_1)\), and

\[
I=\frac{\mu C_{ox}W}{2nL}\frac{V^2}{1+V/V_1}.
\]

To first order in \(\epsilon=V/V_1\), at fixed current, \(V\) rises by the factor \(1+\epsilon/2\), and \(g_m=(2I/V)(1-\epsilon/2)\). So \(g_m\) falls by the fraction \(\epsilon\). As \(\epsilon\propto W^{-1/2}\), the exponent becomes \(a=1/2+\epsilon/2\). With \(v_{sat}=8\times10^6\) cm/s, \(\epsilon=0.067\), giving \(x=0.533/1.467=0.36\). The unexpanded model gives 0.362 and a 6.4% loss of \(g_m\). These ratios include only the change of \(g_m\): the noise factor 2/3 and \(c_w\) are kept from (b), and any change of theirs at the same order in \(\epsilon\) is left out. Those changes are not negligible: including them gives ratios from 0.36 to 0.40, depending on whether the slice noise is computed with the differential, the chord or the low-field mobility. Mobility loss from the vertical field is a further effect of similar size. With a local mobility \(\mu/(1+\theta_vq_m/C_{ox})\) and an assumed \(\theta_v=0.2\) V⁻¹, the square-law optimum moves to 0.355 and the ENC at the rule's width rises from 10.58 to 10.85 electrons.

*Other noise.* Take \(S_v=K/(C_{ox}WLf)\) with \(K=10^{-25}\) J. The shaper's squared response is \(e^2y^2/(1+y^2)^2\) with \(y=2\pi f\tau\), so

\[
\mathrm{ENC}^2_{1/f}=\frac{C_T^2K}{C_{ox}WL}\,e^2\int_0^\infty\frac{y\,dy}{(1+y^2)^2}
=\frac{C_T^2K}{C_{ox}WL}\frac{e^2}{2}.
\]

For constant \(c_w\) its minimum is at \(C_g=C_d\). A leakage current \(I_l\), with elementary charge \(q_e\), has density \(2q_eI_l\) and adds \(q_eI_l\int h^2dt=q_eI_le^2\tau/4\), independent of \(W\). For 1 pA the contributions at the rule's width are 4.7 electrons from \(1/f\) noise and 1.5 from leakage. In quadrature with the 10.7 white electrons they make 11.8. The best ratio for this sum, with the inversion model of (e), is 0.396, but the rule's width costs just 0.5%. The other effects push the optimum the same way: adding gate-induced thermal noise gives 0.44 and 1.1%, and multiplying in the loss of \(g_m\) from velocity saturation gives roughly 0.46 and 1.5%.

*The real case.* The parameters are rough values for a 0.35 µm class process and a small-anode drift detector; \(K\), leakage and strays vary widely between devices. Of the effects sized here for the 0.30 pF example, \(1/f\) noise moves the fixed-current optimum most, from 0.323 to 0.396 within the inversion model. This ranking depends on the assumed \(K\), and the upper estimate for velocity saturation shifts the optimum almost as much. Excess thermal noise would raise the white ENC, but would not move its optimum if the excess factor were independent of width and bias. If mobility varies as \(T^{-3/2}\), then \(\mathrm{ENC}^2\propto T/\sqrt\mu\propto T^{7/4}\), and working at 300 K multiplies the white ENC by 1.17. With a rough 0.65 V threshold, the whole gate voltage across the oxide would give 1.3 MV/cm. A semiclassical estimate with a 3.1 eV barrier and half the free-electron mass puts the tunnelling probability near \(10^{-39}\), so gate tunnelling is negligible in this estimate. The 3.1 eV value is the barrier for electrons; holes from the p-channel face a higher one, and 4.6 eV gives less than \(10^{-48}\). A mass of 0.4 instead of 0.5 raises the first figure to between \(10^{-35}\) and \(10^{-34}\), which does not change the conclusion.

## Values computed for the example and the checks

```
temperature 250 K, thermal voltage 21.54 mV
slope factor 1.3, mobility 150 cm2/Vs, length 0.35 um
oxide 7.6 nm, Cox 4.544 fF/um2
overlap capacitance per side 0.20 fF/um
anode, stray, feedback 0.20, 0.07, 0.03 pF
fixed capacitance Cd 0.300 pF
gate capacitance per width 1.583 fF/um
current 0.50 mA, shaper time constant 0.20 us
white shaper factor e^2/(8 tau) 4.6182e+06 1/s
-- fixed current, square law
best Cg/Cd 0.33333, Cg 100.0 fF, W 63.2 um
overdrive 0.325 V, gm 3.077 mS
noise voltage density 1.972 nV/sqrt(Hz)
inversion coefficient 33.7
least white ENC 10.58 electrons
ENC factor if Cg = Cd is used instead 1.1398
-- fixed current density, square law
current density 7912.500 uA/um
best Cg/Cd 1.00000, W 189.6 um, current 1.500 mA
least white ENC 9.16 electrons
ENC factor if Cg = Cd/3 is used instead 1.1547
-- white ENC in electrons: Cg/Cd, fixed current, fixed density
0.100  11.79  15.94
0.333  10.58  10.58
0.600  10.96  9.46
1.000  12.06  9.16
2.000  15.21  9.72
-- neglected effects, fixed current unless stated
full inversion model: best Cg/Cd 0.3230, W 64.3 um
full model white ENC at one-third-rule width 10.70 electrons
full model ENC factor of rule width over best 1.000027
full model at 1e6 times the current: best Cg/Cd 0.33332
saturation velocity 8.0e+06 cm/s, overdrive/critical voltage 0.067
velocity saturation: best Cg/Cd 0.3620
velocity saturation: gm change at rule width -6.4 %
induced gate noise moments -0.11111, 0.11852
induced gate noise: ENC change at rule width -2.93 %
induced gate noise: best Cg/Cd 0.3719, at fixed density 1.0856
flicker constant 1.0e-25 J, leakage 1.0 pA
1/f ENC at rule width 4.73 electrons
leakage ENC 1.52 electrons
white + 1/f + leakage: best Cg/Cd 0.3959, W 79.3 um
total ENC at rule width 11.80 electrons, factor over best 1.0052
white ENC factor from 250 K to 300 K 1.173
gate voltage 0.975 V (threshold 0.65 V), field bound 1.28 MV/cm
log10 of oxide tunnelling probability -39
-- large detector 10 pF, full model, current 0.50 mA
inversion coefficient at one-third rule 1.01
best Cg/Cd 0.2365, ENC factor of the rule 1.0002
best Cg/Cd at 5 uA 0.0331
```
